# Split and Single-Exponential AFQMC Steps: Time-Step Errors in Helium

## The problem

In auxiliary-field quantum Monte Carlo, imaginary-time projection is carried out by exponentials of one-body operators averaged over random fields. In a finite orbital basis the Hamiltonian is written as

$$H=K+V,\qquad V=\tfrac12\sum_g L_g^2,$$

where $K$ and the $L_g$ are Hermitian one-body operators. With $x_g$ independent Gaussian variables of zero mean and unit variance, define

$$X=i\sum_g x_gL_g .$$

Two forms of a step of length $t$ are to be compared:

$$S(x)=e^{-tK/2}\,e^{\sqrt t\,X}\,e^{-tK/2},\qquad U(x)=e^{-tK+\sqrt t\,X}.$$

Angle brackets around $S$, $U$ or powers of $X$ denote the average over the fields. Hartree atomic units are used, so $t$ is in $\mathrm{Ha}^{-1}$. All slopes derived and computed here concern the unconstrained average; part (e) says where the phaseless constraint enters.

## (a) The difference per step

**Question.** Put the electron repulsion into the stated form. Then find the leading difference between $S$ and $U$, first at fixed fields and then after averaging.

**Answer.** Let $l_g$ be real symmetric orbital matrices that factorize the repulsion integrals, $(pr|qs)=\sum_g (l_g)_{pr}(l_g)_{qs}$, and let $L_g=\sum_{pr}(l_g)_{pr}a_p^\dagger a_r$, with spin summed. The anticommutation rules give

$$a_p^\dagger a_q^\dagger a_sa_r=a_p^\dagger a_r\,a_q^\dagger a_s-\delta_{rq}\,a_p^\dagger a_s .$$

The first term produces $\frac12\sum_gL_g^2$. The second is one-body and joins the core Hamiltonian $h$, so the orbital matrix of $K$ is

$$k=h-\tfrac12\sum_g l_g^2 .$$

Now expand both steps in powers of $\sqrt t$, keeping the order of the operators. Through $t^{3/2}$ they agree:

$$1+\sqrt t\,X+t\left(\tfrac12X^2-K\right)+t^{3/2}\left[\tfrac16X^3-\tfrac12(KX+XK)\right].$$

At order $t^2$ the split form gives

$$S_2=\tfrac1{24}X^4-\tfrac14(KX^2+X^2K)+\tfrac12K^2 .$$

Here $K^2/2$ is the sum of $K^2/8$ from each half and $K^2/4$ from their product. The single exponential places $K$ in all three positions with equal weight:

$$U_2=\tfrac1{24}X^4-\tfrac16(KX^2+XKX+X^2K)+\tfrac12K^2 .$$

Subtraction leaves

$$S_2-U_2=-\tfrac1{12}(KX^2+X^2K-2XKX)=-\tfrac1{12}[X,[X,K]].$$

At fixed fields, therefore,

$$S-U=-\frac{t^2}{12}[X,[X,K]]+O(t^{5/2}).$$

For the average, use $\langle x_gx_h\rangle=\delta_{gh}$. The factor $i^2=-1$ in the double commutator reverses the sign:

$$\langle S\rangle-\langle U\rangle=t^2D+O(t^3),\qquad
D=\frac1{12}\sum_g[L_g,[L_g,K]].$$

The $t^{5/2}$ term disappears because odd powers of $\sqrt t$ contain an odd number of Gaussian variables. Since the commutator of two one-body operators is one-body, so is $D$; its orbital matrix is $d=\frac1{12}\sum_g[l_g,[l_g,k]]$.

## (b) The error of each step

**Question.** Find the order-$t^2$ error of each averaged step relative to $e^{-tH}$. Is a symmetric split sufficient to remove it?

**Answer.** Define $C_S$ and $C_U$ by

$$\langle S\rangle=e^{-tH}+t^2C_S+O(t^3),\qquad
\langle U\rangle=e^{-tH}+t^2C_U+O(t^3).$$

The first-order terms are correct because $\langle X^2\rangle=-\sum_gL_g^2=-2V$. This also turns the cross term in $S_2$ into $+\frac12(KV+VK)$, the cross term of $\frac12H^2$. What remains is

$$C_S=\tfrac1{24}\langle X^4\rangle-\tfrac12V^2 .$$

The fourth Gaussian moment is the sum over three pairings,

$$\langle x_ax_bx_cx_d\rangle=\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}.$$

Since $V^2/2=\frac18\sum_{gh}L_g^2L_h^2$, this gives

$$C_S=\frac1{24}\sum_{gh}\left(L_gL_hL_gL_h+L_gL_h^2L_g-2L_g^2L_h^2\right).$$

To expose the commutators, interchange summation labels where needed:

$$\sum_{gh}[L_g,L_h]^2=2\sum_{gh}(L_gL_hL_gL_h-L_gL_h^2L_g),$$

$$\sum_{gh}[L_g,[L_g,L_h^2]]=2\sum_{gh}(L_g^2L_h^2-L_gL_h^2L_g).$$

Half the first sum minus the second reproduces the bracket in $C_S$. Hence

$$C_S=\frac1{24}\sum_{gh}\left\{\tfrac12[L_g,L_h]^2-[L_g,[L_g,L_h^2]]\right\},\qquad C_U=C_S-D.$$

If the fields commute, $C_S=0$. Symmetry of the split is not sufficient otherwise: the average of $e^{\sqrt tX}$ itself differs from $e^{-tV}$ at order $t^2$. Symmetrizing around $K$ cannot repair an error made in the central factor.

## (c) From step errors to energy slopes

**Question.** Derive the linear time-step errors of the growth energy and of the mixed energy. Let $|0\rangle$ be the normalized, nondegenerate ground state of $H$, and $|T\rangle$ a trial state with $\langle T|0\rangle\ne0$.

**Answer.** Let $C$ stand for $C_S$ or $C_U$. Taking the adjoint of either step reverses $x$, which has an even distribution, so the averaged step is Hermitian. For small $t$ it can be written as $e^{-tH_{\rm eff}}$. Setting $H_{\rm eff}=H+tW+O(t^2)$ gives

$$e^{-tH_{\rm eff}}=e^{-tH}-t^2W+O(t^3),$$

so $W=-C$. Repeated steps project onto the lowest state of $H_{\rm eff}$, which is that of $H-tC$ up to corrections of order $t^2$. The growth energy is $-\ln\lambda/t$, where $\lambda$ is the largest eigenvalue of the averaged step. First-order perturbation theory gives

$$E_{\rm growth}=E_0-t\langle0|C|0\rangle+O(t^2).$$

The mixed energy uses the original $H$ but the shifted state $|\psi\rangle=|0\rangle+t|1\rangle+O(t^2)$. The order-$t$ part of the eigenvalue equation is

$$(H-E_0)|1\rangle=(C-\langle0|C|0\rangle)|0\rangle .$$

Therefore

$$E_{\rm mixed}=\frac{\langle T|H|\psi\rangle}{\langle T|\psi\rangle}
=E_0+t\left(\frac{\langle T|C|0\rangle}{\langle T|0\rangle}-\langle0|C|0\rangle\right)+O(t^2).$$

Write $|T\rangle/\langle0|T\rangle=|0\rangle+|\perp\rangle$, with $\langle0|\perp\rangle=0$. The mixed slope is then $\langle\perp|C|0\rangle$. It vanishes for a perfect trial state and is first order in the trial error, whereas the growth slope has no such factor.

Because $C_S-C_U=D$, the growth slopes differ by

$$\left.\frac{dE_S}{dt}\right|_0-\left.\frac{dE_U}{dt}\right|_0=-\langle0|D|0\rangle .$$

A difference of order $t^2$ per step thus becomes order $t$ in energy: a fixed projection time contains a number of steps proportional to $1/t$.

## (d) Mean-field subtraction

**Question.** The operators $L_g$ can be measured from real constants $m_g$, such as trial-state means. Determine how this affects the two averages.

**Answer.** The identity

$$H=\left(K+\sum_gm_gL_g-\tfrac12\sum_gm_g^2\right)+\tfrac12\sum_g(L_g-m_g)^2$$

leaves $H$ unchanged. The single step becomes

$$U_m(x)=e^{tm^2/2}\exp\left[-tK-t\,m\cdot L+i\sqrt t\,x\cdot(L-m)\right],$$

where dots denote sums over $g$ and $m^2=m\cdot m$. Put $y=x+i\sqrt t\,m$. The operator part is then $-tK+i\sqrt t\,y\cdot L$, because $i\sqrt t\,(i\sqrt t\,m)=-tm$. Including the Gaussian density, the scalar exponent is

$$-\tfrac12x^2-i\sqrt t\,x\cdot m+\tfrac12tm^2=-\tfrac12y^2 .$$

Indeed, substituting $x=y-i\sqrt t\,m$ makes the terms linear in $y$ cancel, while the constants are $\frac12tm^2-tm^2+\frac12tm^2=0$. In a finite basis the integrand is entire and the Gaussian suppresses its ends, so the contour may be moved back to the real axis. The average $\langle U\rangle$ is unchanged at every positive $t$.

In the split step, $m\cdot L$ enters the outer factors and cannot be absorbed by shifting the field in the central factor. Commutators $[L_g,L_h]$ do not notice the constants, but $(L_h-m_h)^2$ contains $-2m_hL_h$. Thus $C_S$ gains

$$\Delta=\frac1{12}\sum_{gh}m_h[L_g,[L_g,L_h]].$$

The added $m\cdot L$ in the one-body part gives $D$ the same gain $\Delta$. Their difference $C_U$ stays fixed, in agreement with the integral argument.

## (e) Force bias and the phaseless constraint

**Question.** Does a force bias alter these slopes? Does the result apply unchanged to phaseless propagation?

**Answer.** Let $B(x)$ be either step, and let the bias $b$ be independent of the $x$ being drawn. Importance sampling uses $B(x-b)$ with weight $e^{x\cdot b-b^2/2}$. Since

$$-\tfrac12x^2+x\cdot b-\tfrac12b^2=-\tfrac12(x-b)^2,$$

a change of variable restores $\langle B\rangle$. For complex $b$ the contour argument of part (d) applies. The slopes are therefore unchanged, though the statistical noise may differ.

The phaseless constraint replaces a walker's complex weight factor by a non-negative real one that depends on its overlap with the trial state. The result is no longer the linear average $\langle B\rangle$, so the change of variable does not determine its bias. The slopes derived here describe the propagator before that constraint; the constraint can add its own time-step dependence.

## (f) A smooth local interaction

**Question.** As a second case, take $N$ electrons in continuous space with repulsion $w(r)=\operatorname{erf}(\mu r)/r$. Find $C_S$ and $D$, and discuss large $\mu$.

**Answer.** This interaction has a positive Fourier transform, so it can be written as $w(|\mathbf r-\mathbf r'|)=\sum_gf_g(\mathbf r)f_g(\mathbf r')$ with real functions. The fields $L_g=\sum_if_g(\mathbf r_i)$ depend on position alone and commute: $C_S=0$.

For $K$, the kinetic part matters. For one electron,

$$[f,-\tfrac12\nabla^2]=\tfrac12(\nabla^2f)+\nabla f\cdot\nabla,\qquad
[f,[f,-\tfrac12\nabla^2]]=-|\nabla f|^2 .$$

Differentiating the factorization once in each position and then setting $\mathbf r'=\mathbf r$ gives $\sum_g|\nabla f_g|^2=-\nabla^2w(0)$. Near the origin,

$$w(r)=\frac{2\mu}{\sqrt\pi}\left(1-\frac{\mu^2r^2}{3}+\cdots\right),\qquad
\nabla^2w(0)=-\frac{4\mu^3}{\sqrt\pi}.$$

Consequently

$$D=\frac N{12}\nabla^2w(0)=-\frac{N\mu^3}{3\sqrt\pi}.$$

The growth slope of the single exponential is $\langle0|D|0\rangle$ here, hence negative. Its size grows as $\mu^3$, so the small-$t$ expansion cannot be used after taking the bare Coulomb limit $\mu\to\infty$ at fixed $t$. In a finite orbital basis the coefficient is finite, though for the bare Coulomb repulsion it keeps growing as the basis is enlarged, and the projected matrices of commuting local functions need not commute. That is how $C_S$ can become nonzero.

## (g) Both slopes for helium

**Question.** Evaluate the slopes for a free helium atom in the 6-31G basis, with the restricted Hartree–Fock determinant as trial state. Interpret the finite-step errors.

**Answer.** The basis has two orbitals, taken as the Hartree–Fock orbitals 0 (occupied) and 1 (virtual), and the repulsion needs three fields. They are taken from the eigenvectors of the matrix $(pr|qs)$ with pair indices $pr$ and $qs$, each scaled by the square root of its eigenvalue and ordered by decreasing eigenvalue. Where mean-field subtraction is used, $m_g$ is the Hartree–Fock mean of $L_g$. In the singlet space a one-body exponential acts as the same $2\times2$ matrix on both electrons. The three-dimensional Gaussian average can therefore be done by quadrature, without sampling noise. If $F(t)=[E(t)-E_0]/t$, the combination

$$\tfrac13F(t)-2F(t/2)+\tfrac83F(t/4)$$

removes the linear and quadratic terms of $F$ and gives the slope at $t=0$.

The reference is full configuration interaction in this basis, $E_0=-2.870162$ Ha. The Hartree–Fock energy is $-2.855160$ Ha, so the correlation energy in the basis is $-15.0$ mHa. The basis contains $s$ functions alone; angular correlation and the rest of the basis-set limit are missing. The slopes below belong to this basis and are not converged properties of helium. As part (f) suggests, they grow strongly with the basis. The value of $\langle0|D|0\rangle$ goes from $-0.137$ Ha$^2$ here to $-0.51$ in 6-311G, $-0.70$ in cc-pVDZ and $-2.81$ Ha$^2$ in cc-pVTZ. In cc-pVTZ the growth slopes are $0.212$ (split, plain), $0.164$ (split, subtracted) and $-2.59$ Ha$^2$ (single), while the three mixed slopes stay below $0.01$ Ha$^2$ in magnitude; their signs also depend on the basis.

The matrix element $d_{00}$ can be checked by hand. For each field let $a=(l_{00}-l_{11})/2$ and $b=l_{01}$; for $k$ let $A=(k_{00}-k_{11})/2=-0.99128$ Ha and $B=k_{01}=0.60251$ Ha. Multiplying out the $2\times2$ commutators gives

$$[l,[l,k]]_{00}=-4b(aB-bA).$$

The three values of $b(aB-bA)$ are $0.10663$, $0.10002$ and $0.00068$ Ha$^2$. Hence

$$d_{00}=-\tfrac4{12}(0.10663+0.10002+0.00068)=-0.0691\ \mathrm{Ha}^2 .$$

Two electrons in orbital 0 would give $\langle D\rangle=-0.1382$ Ha$^2$. The correlated ground state gives $-0.1371$ Ha$^2$, so correlation changes this quantity by less than one per cent.

The measured slopes, in Ha$^2$, are:

| Step | Growth | Mixed |
|---|---:|---:|
| Split, plain | 0.010763 | −0.000455 |
| Split, subtracted | −0.001867 | −0.000336 |
| Single | −0.126307 | 0.000719 |

They agree with the commutator formulas to the digits shown. For the plain split,

$$0.010763-(-0.126307)=0.13707\ \mathrm{Ha}^2=-\langle0|D|0\rangle .$$

A test with the first field alone isolates the source of the split error. It uses the model Hamiltonian $K+\frac12L_1^2$, with the same $K$, and measures errors from the ground energy of that Hamiltonian. Its split growth slope vanishes to the printed precision, while the single exponential keeps a slope of $-0.071829$ Ha$^2$. The linear split error in the full problem therefore needs noncommuting fields.

At $t=0.01\ \mathrm{Ha}^{-1}$ the plain split growth energy lies 1.354 mHa, or 36.84 meV, above that of the single exponential. The slope difference predicts 1.371 mHa. At $t=0.1\ \mathrm{Ha}^{-1}$ the single exponential has a growth error of $-12.1$ mHa, about 81% of the size of the correlation energy, but a mixed error of $0.108$ mHa. The trial-state factor $|\perp\rangle$ from part (c) explains part of this contrast. Its norm here is about $0.066$, while the ratio of the mixed to the growth slope is $0.000719/0.126307\approx0.0057$ in magnitude. The rest arises because $C_U$ connects the ground state to the normalized direction of $|\perp\rangle$ with a matrix element of only about $0.011$ Ha$^2$, against the diagonal value $0.126$ Ha$^2$.

A small error at one step length does not establish a small slope. The plain split growth errors are $0.096$, $0.250$ and $-0.076$ mHa at $t=0.01$, $0.05$ and $0.10\ \mathrm{Ha}^{-1}$. Subtracting the linear part and dividing by $t^2$ gives about $-0.115$ Ha$^3$ in all three cases. The linear and quadratic terms consequently cancel near

$$t=\frac{0.01076}{0.115}\approx0.09\ \mathrm{Ha}^{-1}.$$

The small value at $0.10\ \mathrm{Ha}^{-1}$ is this cancellation. Extrapolation from that region with a straight line would give the wrong slope.

Mean-field subtraction reduces the magnitude of the split growth slope by a factor of about 5.8 in this basis. The factor is not transferable: it is about 9.4 in 6-311G, 2.1 in cc-pVDZ and 1.3 in cc-pVTZ, and in those three bases the subtracted slope is positive. At $t=0.1\ \mathrm{Ha}^{-1}$ it changes the largest affected element of the averaged split step, in the singlet basis built from the Hartree–Fock orbitals, by $1.7\times10^{-4}$, and the single step by rounding error alone, as part (d) requires. The remaining values are in the numerical output.

## Calculated quantities

```
Helium, 6-31G, Hartree-Fock orbitals 0 and 1
Hartree-Fock energy: -2.855160 Ha
full-CI energy in this basis: -2.870162 Ha
core Hamiltonian h (Ha): 00 -1.941034, 01 0.316490, 11 -0.088737
one-body matrix k (Ha): 00 -2.568323, 01 0.602512, 11 -0.585754
field matrix l_1 (Ha^0.5): 00 1.001753, 01 -0.350993, 11 0.855217
field matrix l_2 (Ha^0.5): 00 0.105712, 01 0.323109, 11 0.141391
field matrix l_3 (Ha^0.5): 00 0.110561, 01 0.008689, 11 -0.122373
trial means m_g (Ha^0.5): 2.003505 0.211425 0.221121
fixed-field difference, power of t: 2.001
fixed-field remainder, power of t: 2.502
orbital matrix of D (Ha^2): 00 -0.069110, 01 -0.006201, 11 0.069110
largest error, measured D against formula: 2.6e-09 Ha^2
ground-state expectation of D: -0.137071 Ha^2
Slopes dE/dt at t=0 (Ha^2): measured | predicted
  split, plain, growth: 0.010763 | 0.010763
  split, plain, mixed: -0.000455 | -0.000455
  split, subtracted, growth: -0.001867 | -0.001867
  split, subtracted, mixed: -0.000336 | -0.000336
  single, growth: -0.126307 | -0.126307
  single, mixed: 0.000719 | 0.000719
growth slope, plain split minus single: 0.137071 Ha^2
One-field Hamiltonian, growth slopes (Ha^2):
  split 0.000000, single -0.071829
  single, predicted -0.071829
Energy errors against full CI (mHa): growth, mixed
  t=0.01 Ha^-1, split, plain: 0.0961, -0.0038
  t=0.01 Ha^-1, split, subtracted: -0.0200, -0.0026
  t=0.01 Ha^-1, single: -1.2576, 0.0076
  t=0.05 Ha^-1, split, plain: 0.2500, -0.0034
  t=0.05 Ha^-1, split, subtracted: -0.1263, 0.0021
  t=0.05 Ha^-1, single: -6.1801, 0.0450
  t=0.10 Ha^-1, split, plain: -0.0760, 0.0318
  t=0.10 Ha^-1, split, subtracted: -0.3187, 0.0419
  t=0.10 Ha^-1, single: -12.0991, 0.1081
growth gap, plain split minus single, t=0.01 Ha^-1: 1.3537 mHa = 36.836 meV
t=0.1 Ha^-1, subtraction changes single step by 4.4e-16
t=0.1 Ha^-1, subtraction changes split step by 1.7e-04
```
